# Why doping-dependent mobility flattens the unipolar resistance–voltage limit

**Q.** I plot the lowest drift-layer resistance of a unipolar device against its breakdown voltage, on logarithmic axes. With one mobility for all designs I get a straight line of slope two. When I let the mobility depend on doping, the line becomes less steep. Where does the two come from in the first place?

**A.** From two separate demands that voltage makes on the layer. Take a plane, one-sided, abrupt junction on a uniformly doped n-type layer with donor density \(N\), thickness \(W\) and permittivity \(\varepsilon\). Let \(q>0\) be the elementary charge, and let all fields denote magnitudes. I assume that breakdown occurs when the peak field reaches a critical value \(E_c\), the same for every doping, and that the layer is then just fully depleted.

In the depleted layer the donor charge density is \(qN\), so Poisson's equation makes the field fall linearly from the junction, with slope \(qN/\varepsilon\). It starts at \(E_c\) and reaches zero at depth \(W\):
\[
E_c=\frac{qNW}{\varepsilon}.
\]
The voltage is the area of this triangle, \(V=E_cW/2\). I neglect the built-in voltage. Therefore
\[
W=\frac{2V}{E_c},\qquad
N=\frac{\varepsilon E_c}{qW}=\frac{\varepsilon E_c^2}{2qV}.
\]
A higher voltage needs a thicker layer, and also a more lightly doped one, because the same total charge per area, \(qNW=\varepsilon E_c\), must be spread over a greater depth.

In the on-state the layer is neutral. If every donor supplies one electron and conduction is ohmic with mobility \(\mu\), the resistance times area is
\[
R=\frac{W}{q\mu N}
=\frac{2V}{E_c}\,\frac{1}{q\mu}\,\frac{2qV}{\varepsilon E_c^2}
=\frac{4V^2}{\varepsilon\mu E_c^3}.
\]
One power of \(V\) comes from the thickness, the other from the scarcity of carriers. With \(\mu\) fixed, the slope is two.

**Q.** And what does the mobility do to that slope?

**A.** The lighter doping that costs you carriers also removes ionized donors, which scatter electrons. The remaining electrons move more easily, and this returns part of the loss. Describe the mobility over a limited doping range by
\[
\mu(N)=\mu_0\left(\frac{N}{N_0}\right)^{-\gamma},\qquad \gamma\ge 0,
\]
where \(\mu_0\) is the mobility at a reference doping \(N_0\). Let \(V_0\) be the breakdown voltage of a layer with that doping:
\[
V_0=\frac{\varepsilon E_c^2}{2qN_0}.
\]
Dividing \(N=\varepsilon E_c^2/(2qV)\) by \(N_0=\varepsilon E_c^2/(2qV_0)\) gives \(N/N_0=V_0/V\), so
\[
\mu=\mu_0\left(\frac{V_0}{V}\right)^{-\gamma}
=\mu_0\left(\frac{V}{V_0}\right)^{\gamma}.
\]
Now put this into the resistance:
\[
R=\frac{4V^2}{\varepsilon E_c^3\mu_0}\left(\frac{V_0}{V}\right)^{\gamma}
=\frac{4V_0^{\gamma}}{\varepsilon\mu_0E_c^3}\,V^{2-\gamma}.
\]
The slope is \(2-\gamma\). The three factors of \(W\times(1/N)\times(1/\mu)\) contribute \(+1\), \(+1\) and \(-\gamma\).

**Q.** Does a flatter line mean that my device has a lower resistance?

**A.** That depends on what you compare it with. Relative to a layer of constant mobility \(\mu_0\), at the same voltage and critical field,
\[
\frac{R}{R_{\rm const}}=\frac{\mu_0}{\mu}=\left(\frac{V_0}{V}\right)^{\gamma}.
\]
For \(\gamma>0\) the resistance is higher below \(V_0\) and lower above it. The lines cross at \(V_0\) merely because \(\mu_0\) was chosen as the mobility there. If you compare instead with the mobility of a nearly undoped crystal, which is higher than that of any doped layer, the resistance is higher at every voltage. The penalty is then largest for low-voltage designs, which are the heavily doped ones. Flattening is a statement about slope, not about level.

**Q.** Could you show me this with numbers from a material I might use?

**A.** Take round, rough parameters in the regime of n-type 4H silicon carbide at 300 K: relative permittivity 10, \(E_c=2.5\) MV/cm, \(\mu_0=800\) cm²/Vs at \(N_0=2\times10^{16}\) cm⁻³, and \(\gamma=0.1\). They give \(V_0=863.5\) V. For a 1200 V layer,
\[
W=\frac{2\times1200\ {\rm V}}{2.5\times10^{6}\ {\rm V/cm}}
=9.6\times10^{-4}\ {\rm cm}=9.6\ \mu{\rm m},
\]
\[
N=2\times10^{16}\times\frac{863.5}{1200}
=1.44\times10^{16}\ {\rm cm^{-3}},
\]
\[
\mu=800\left(\frac{1200}{863.5}\right)^{0.1}=827\ {\rm cm^2/Vs}.
\]
Then \(R=W/(q\mu N)=0.504\) mΩ cm². The same steps at the two neighbouring voltages give:

| \(V\) (V) | \(N\) (cm⁻³) | \(\mu\) (cm²/Vs) | \(R\) (mΩ cm²) | \(R\) at constant \(\mu_0\) |
|---|---|---|---|---|
| 600 | 2.88×10¹⁶ | 771 | 0.135 | 0.130 |
| 1200 | 1.44×10¹⁶ | 827 | 0.504 | 0.520 |
| 3000 | 5.76×10¹⁵ | 906 | 2.87 | 3.25 |

From 600 to 3000 V the thickness grows by a factor 5, the inverse doping by 5, and the inverse mobility changes by \(5^{-0.1}=0.851\). The product is \(5\times5\times0.851=21.3\), compared with 25 at constant mobility. The effect is modest because \(\gamma\) is small.

As a control, the resistance was also obtained by integrating Poisson's equation numerically and searching for the doping that gives each voltage. At 1200 V the slope is 1.900 with the power law, and 2.000 when the mobility is frozen at its 1200 V value. Within this model, then, the change of mobility is what removes the 0.1.

**Q.** What is \(\gamma\) physically? Is it a constant of the material?

**A.** It is a local exponent. A simple picture shows what it measures. Suppose that lattice and impurity scattering add as rates, with the impurity part proportional to doping:
\[
\frac1\mu=\frac1{\mu_L}+cN .
\]
Here \(\mu_L\) is the lattice-limited mobility and \(c\) a constant. Since \(-\ln\mu=\ln(1/\mu)\), differentiation gives
\[
\gamma_{\rm loc}\equiv-\frac{d\ln\mu}{d\ln N}
=\frac{cN}{1/\mu_L+cN}.
\]
In this picture \(\gamma_{\rm loc}\) is the impurity share of the total scattering. It lies between zero and one and vanishes at low doping. Screening and the energy dependence of scattering alter the detailed law, so this is an interpretation and not a way to calculate \(\gamma\) for a real crystal.

The slope needs no power law. For any smooth \(\mu(N)\) at fixed \(E_c\),
\[
\ln R=2\ln V-\ln\mu\bigl(N(V)\bigr)+{\rm const},
\qquad \frac{d\ln N}{d\ln V}=-1,
\]
because \(N\propto1/V\). The chain rule then gives
\[
\frac{d\ln R}{d\ln V}
=2-\frac{d\ln\mu}{d\ln N}\,(-1)
=2+\frac{d\ln\mu}{d\ln N}
=2-\gamma_{\rm loc}.
\]

**Q.** So at very high voltage the line should steepen again?

**A.** Yes, at fixed critical field, once the mobility saturates at low doping. One smooth form with this property is
\[
\mu(N)=\mu_{\min}+\frac{\mu_{\max}-\mu_{\min}}{1+t},\qquad
t=\left(\frac{N}{N_h}\right)^{p}.
\]
Since \(dt/d\ln N=pt\),
\[
\frac{d\mu}{d\ln N}=-\frac{(\mu_{\max}-\mu_{\min})\,pt}{(1+t)^2}
=-(\mu-\mu_{\min})\frac{pt}{1+t},
\]
and division by \(-\mu\) gives
\[
\gamma_{\rm loc}=\frac{pt}{1+t}\left(1-\frac{\mu_{\min}}{\mu}\right).
\]
At low doping \(t\to0\), so \(\gamma_{\rm loc}\to0\) and, for fixed \(E_c\), the slope returns to two. With rough values \(\mu_{\min}=40\) and \(\mu_{\max}=950\) cm²/Vs, \(N_h=2\times10^{17}\) cm⁻³ and \(p=0.76\), the slope is 1.87 at 600 V, 1.91 at 1200 V, 1.95 at 3000 V and 1.99 at 30 kV. The constant \(\gamma=0.1\) is thus a fair description near 1 kV. On this curve the local exponent has already fallen to about half that value at 3000 V, so the 3000 V row of the table is only a rough guide, and the power law, which passes \(\mu_{\max}\) near 4.8 kV, should not be extended that far.

**Q.** I usually rank materials by \(\varepsilon\mu E_c^3\). Does that survive?

**A.** It survives as a statement about one design voltage. From the resistance formula,
\[
\frac{V^2}{R}=\frac{\varepsilon\mu E_c^3}{4}\propto V^\gamma .
\]
In the fixed-field example \(V^2/R\) rises from 2.67 GW/cm² at 600 V to 3.13 GW/cm² at 3000 V. If the critical field becomes lower as the doping is reduced, \(V^2/R\) can fall with voltage instead. A ranking should therefore use each material's mobility, and also its critical field, at the doping that the intended voltage requires. A high mobility measured in a nearly pure sample overstates the figure for a low-voltage device.

**Q.** My layers are not triangular at breakdown. The field still has a finite value where it meets the substrate. Is the slope an artefact of the triangle?

**A.** No. Let the field at the far side be \(E_c(1-x)\), where
\[
x=\frac{qNW}{\varepsilon E_c},\qquad 0<x\le1 .
\]
The triangle is \(x=1\). The area is now a trapezoid:
\[
V=\frac W2\left[E_c+E_c(1-x)\right]=E_cW\left(1-\frac x2\right).
\]
With the power-law mobility, and then with \(N=\varepsilon E_cx/(qW)\),
\[
R=\frac{WN^{\gamma-1}}{q\mu_0N_0^\gamma}
=\frac{W^{2-\gamma}}{q\mu_0N_0^\gamma}
\left(\frac{\varepsilon E_cx}{q}\right)^{\gamma-1}.
\]
Replacing \(W\) by \(V/[E_c(1-x/2)]\) gives
\[
R\propto V^{2-\gamma}\,g(x),\qquad
g(x)=x^{\gamma-1}\left(1-\frac x2\right)^{\gamma-2}.
\]
Voltage and field shape have separated. Any family of designs with the same \(x\) has slope \(2-\gamma\).

To find the best shape, differentiate the logarithm:
\[
\frac{g'}g=-\frac{1-\gamma}{x}+\frac{2-\gamma}{2-x}.
\]
Setting this to zero gives \((1-\gamma)(2-x)=(2-\gamma)x\). Collecting the terms in \(x\) gives \(2(1-\gamma)=(3-2\gamma)x\), hence
\[
x_{\rm opt}=\frac{2(1-\gamma)}{3-2\gamma}.
\]
For \(0\le\gamma<1\) the derivative is negative as \(x\to0\) and equals \(+1\) at \(x=1\), so this single root is a minimum. It does not depend on \(V\), and the optimized limit has the same slope.

For \(\gamma=0.1\), \(x_{\rm opt}=1.8/2.8=0.643\). At 1200 V the best uniformly doped layer is 7.07 µm thick with \(N=1.26\times10^{16}\) cm⁻³. Its resistance is 0.420 mΩ cm², a factor 0.833 of the triangular value. A graded doping profile goes lower still, to about 0.74 of the triangular value, with the same slope. Charge-compensated (superjunction) layers lie outside this one-dimensional analysis. These numbers hold for a fixed \(E_c\). If breakdown is set by impact ionization along the whole layer, a flatter field multiplies carriers over more of its length and must have a lower peak, so the gain is smaller. As \(\gamma\to1\) the optimum moves to \(x\to0\), that is, to vanishing doping. There the power law fails, and so does the assumption that the donors supply the current.

**Q.** You have kept \(E_c\) fixed throughout. Surely it depends on doping?

**A.** It does, and for the silicon carbide values used here this affects the slope more than the mobility does. A heavily doped layer has a narrow high-field region, so carriers need a higher field to multiply without limit within it. Suppose that locally \(E_c\propto N^\beta\). The triangular relations then give
\[
V=\frac{\varepsilon E_c^2}{2qN}\propto N^{2\beta-1},\qquad
W=\frac{\varepsilon E_c}{qN}\propto N^{\beta-1},
\]
\[
R=\frac{W}{q\mu N}\propto N^{\beta-1}N^{\gamma}N^{-1}=N^{\beta+\gamma-2}.
\]
If \(\beta<1/2\), so that voltage still falls with doping, dividing the exponents of \(R\) and \(V\) gives
\[
\frac{d\ln R}{d\ln V}=\frac{\beta+\gamma-2}{2\beta-1}
=\frac{2-\beta-\gamma}{1-2\beta}.
\]
The mobility lowers this slope by \(\gamma/(1-2\beta)\), which exceeds the earlier \(\gamma\) when \(\beta>0\). The total exceeds two when \(2-\beta-\gamma>2-4\beta\), that is, when \(\gamma<3\beta\).

To estimate \(\beta\), let electrons and holes have the same ionization coefficient \(a\,e^{-b/E}\) per unit length. This is a simplification, since in 4H silicon carbide holes ionize more readily than electrons, so the resulting \(\beta\) is a rough value. Avalanche breakdown then requires the integral of this coefficient over the layer to equal one. Since \(dx=\varepsilon\,dE/(qN)\) in magnitude,
\[
\frac{a\varepsilon}{qN}F(E_c)=1,\qquad
F(E_c)=\int_0^{E_c}e^{-b/E}\,dE .
\]
Thus \(F\propto N\). Differentiating, \(d\ln N=(e^{-b/E_c}/F)\,dE_c\), so
\[
\beta=\frac{d\ln E_c}{d\ln N}=\frac{F(E_c)}{E_c\,e^{-b/E_c}} .
\]
I take a rough \(b=16\) MV/cm and set \(a\) so that \(E_c=2.5\) MV/cm at \(N_0\). At 1200 V this gives \(E_c=2.37\) MV/cm and \(\beta=0.117\). The slope becomes
\[
\frac{2-0.117-0.1}{1-0.234}=2.33 .
\]
With constant mobility it would be 2.46. So the mobility still flattens the line, but the line is steeper than two. A measured slope above two is no evidence against the mobility effect. Nor does the line return to a slope of two when the mobility saturates: with \(\gamma=0\) the slope is \((2-\beta)/(1-2\beta)\), which exceeds two as long as \(0<\beta<1/2\).

**Q.** How close is this to a real silicon carbide device, and what else would shift my plot?

**A.** The parameters are typical in rough size, but the result describes an ideal drift layer. Real 1200 V transistors have a total specific resistance of roughly a few mΩ cm², because the channel, the substrate and other regions add to it. The assumption within the layer that fails most clearly is the fixed \(E_c\): the ionization estimate moves the 1200 V resistance from 0.504 to 0.582 mΩ cm² and the slope from 1.90 to 2.33. The shift in level follows from fixing \(E_c=2.5\) MV/cm at \(N_0\). A critical field nearer 2.7 MV/cm at this doping, as commonly reported for 4H silicon carbide, would put the resistance below 0.504 mΩ cm², while the slope stays at roughly 2.2 to 2.3. A substrate 100 µm thick with 20 mΩ cm resistivity adds 0.200 mΩ cm². Because this part does not grow with voltage, it reduces the apparent slope of the fixed-field model to
\[
1.90\times\frac{0.504}{0.504+0.200}=1.36 .
\]
Subtract such series resistances before you assign a flattened curve to mobility.

Incomplete donor ionization acts in the same direction, more weakly. Breakdown involves all donors, since the depleted layer is ionized, whereas conduction uses the free electrons alone. For a single donor level 0.07 eV deep, with twofold spin degeneracy, and a conduction-band effective density of states \(N_c=1.7\times10^{19}\) cm⁻³, the free-electron density \(n\) at 300 K obeys
\[
\frac{n^2}{N-n}=\frac{N_c}{2}\,e^{-0.07\ {\rm eV}/(k_BT)}=5.7\times10^{17}\ {\rm cm^{-3}}.
\]
In the 1200 V layer 97.6% of the donors are then ionized. In real 4H silicon carbide the donors occupy inequivalent lattice sites with different depths, and the deeper ones can lower this fraction by several per cent. The fraction improves as the doping falls, which flattens the line. For the single 0.07 eV level the fixed-field slope changes from 1.90 to 1.88; deeper levels can lower it further.

For temperature and crystal direction I estimate only the change in level, with the layer and the exponent \(\gamma\) held fixed. If mobility varies as \(T^{-2.4}\), the resistance at 400 K is 2.0 times its 300 K value. If the quoted mobility was measured across the current direction and is 1.2 times larger along it, \(R\) is multiplied by 0.83. I have not calculated how \(\gamma\) itself changes with temperature.

**Q.** Are tunnelling, degeneracy or hot electrons a concern at these values?

**A.** Not for the 1200 V layer. With a gap of 3.2 eV and a mass of 0.3 electron masses, the semiclassical exponent for tunnelling through a simple triangular barrier at 2.5 MV/cm is about 86. Treating the gap with two symmetric bands of the same mass lowers the exponent to about 50, which still makes band-to-band tunnelling negligible. This says nothing about leakage through defects. The doping is less than a thousandth of the effective density of states, so the electrons are non-degenerate. At 200 A/cm² the on-state field is
\[
\frac{JR}{W}=\frac{200\times0.504\times10^{-3}}{9.6\times10^{-4}}
\approx105\ {\rm V/cm}.
\]
The drift velocity \(\mu E\) is then about \(9\times10^4\) cm/s, far below the rough \(10^7\) cm/s at which it saturates. Ohmic conduction is a sound assumption here. The remaining values are in the numerical output below.

## Values computed for the example and the checks

```
Inputs: eps_r = 10, Ec = 2.50 MV/cm, gamma = 0.1
mu0 = 800 cm2/Vs at N0 = 2.0e+16 cm-3
Crossing voltage V0 = 863.5 V
V = 600 V: N = 2.878e+16 cm-3, W = 4.80 um
  mobility = 771.4 cm2/Vs, R = 0.1349 mohm cm2
  R at constant mu0 = 0.1301 mohm cm2
  V^2/R = 2.668 GW/cm2
V = 1200 V: N = 1.439e+16 cm-3, W = 9.60 um
  mobility = 826.8 cm2/Vs, R = 0.5036 mohm cm2
  R at constant mu0 = 0.5204 mohm cm2
  V^2/R = 2.860 GW/cm2
V = 3000 V: N = 5.757e+15 cm-3, W = 24.00 um
  mobility = 906.1 cm2/Vs, R = 2.8718 mohm cm2
  R at constant mu0 = 3.2527 mohm cm2
  V^2/R = 3.134 GW/cm2
Ratios, 3000 V over 600 V (dimensionless):
  W: 5.000, 1/N: 5.000
  1/mobility: 0.8513
  R: 21.283
Slope at 1200 V, power-law mobility: 1.9000
Slope at 1200 V, frozen mobility: 2.0000
Mobility curve: min 40, max 950 cm2/Vs
  half-fall doping 2.0e+17 cm-3, power 0.76
  slope with mobility curve at 600 V: 1.8656
  slope with mobility curve at 1200 V: 1.9137
  slope with mobility curve at 3000 V: 1.9541
  slope with mobility curve at 30000 V: 1.9916
Punch-through optimum at 1200 V: x = 0.6429
  N = 1.256e+16 cm-3, W = 7.07 um
  R = 0.4195 mohm cm2, ratio to triangle 0.8331
Ionization: a = 7.142e+06 /cm, b = 16.0 MV/cm
  at 1200 V: N = 1.298e+16 cm-3, W = 10.11 um
  critical field 2.374 MV/cm, beta = 0.1170
  R = 0.5820 mohm cm2, slope = 2.3279
  slope with constant mobility = 2.4584
Donor depth 0.07 eV, Nc = 1.7e+19 cm-3, T = 300 K
  ionized fraction 0.9758, slope 1.8764
Substrate: 100 um, 20 mohm cm
  adds 0.200 mohm cm2, apparent slope 1.3599
At 400 K, mobility as T^-2.4: R times 1.995
Mobility anisotropy 1.2: R times 0.833
On-state field at 200 A/cm2: 104.9 V/cm
Tunnelling: gap 3.2 eV, mass 0.3 electron masses
  exponent at Ec: 85.7 (dimensionless)
Degeneracy measure N/Nc at 1200 V: 8.47e-04
```
